# Height of a zinc-oxide grain-boundary barrier after stress adds piezoelectric charge

## The question

Two n-type zinc-oxide grains meet at a flat boundary. Traps in the boundary hold $N_0=5.5\times10^{12}\ \mathrm{cm^{-2}}$ electrons ($5.5\times10^{16}\ \mathrm{m^{-2}}$), and the barrier height is $\Phi_0=0.81$ eV. Stress then places a positive bound charge $Q=0.25\ \mathrm{\mu C/cm^2}$ ($2.5\ \mathrm{mC/m^2}$) on the boundary. No voltage is applied, and the temperature is 300 K, where $kT=0.02585$ eV.

Both grains have the same uniform density $N_d$ of fully ionized donors. The barrier height $\Phi$ is the rise of the conduction-band edge from the grain interior to the boundary. In formulas $\Phi$ is an energy, $e>0$ is the elementary charge and $\varepsilon$ is the full permittivity. Take a relative permittivity of 8.5 and an electron mass $m=0.24\,m_e$, both rough values for zinc oxide.

## (a) Origin of the charge

**Question.** Relate $Q$ to the piezoelectric polarizations of the two grains. Estimate the stress needed if the polar axes are perpendicular to the boundary and opposed, with a piezoelectric coefficient of roughly $d_{33}=12$ pC/N.

**Model answer.** Let $x$ run from left to right across the boundary at $x=0$, and let $P_{\rm left}$ and $P_{\rm right}$ be the stress-induced polarizations along $x$, uniform in each grain. The bound charge density is $-dP/dx$. Integrated across the boundary it gives

$$Q=-\int\frac{dP}{dx}\,dx=P_{\rm left}-P_{\rm right}.$$

Uniform polarization leaves no bound charge inside the grains, so the jump alone enters. Equal polarizations give $Q=0$ and leave the barrier as it was.

Let the axes be opposed, and let $\sigma$ be the magnitude of a stress whose sign makes both polarizations point at the boundary. Then $P_{\rm left}=d_{33}\sigma$ and $P_{\rm right}=-d_{33}\sigma$. Hence $Q=2d_{33}\sigma$, and

$$\sigma=\frac{Q}{2d_{33}}=\frac{2.5\times10^{-3}\ \mathrm{C/m^2}}{2\times12\times10^{-12}\ \mathrm{C/N}}\approx104\ \mathrm{MPa}.$$

## (b) Height for a given boundary charge

**Question.** In the depletion approximation, derive $\Phi$ for $N_0$ trapped electrons and bound charge $Q$, with $0\le Q\le eN_0$. Infer the donor density from the unstressed barrier.

**Model answer.** The depletion approximation says that mobile electrons are absent within a distance $L$ of the boundary and neutralize the donors beyond it. The two widths are equal because both grains have the same doping and the same band bending. The donor charge must cancel the net negative charge of the boundary:

$$2eN_dL=eN_0-Q,\qquad L=\frac{eN_0-Q}{2eN_d}.$$

Let $U(x)$ be the electron's potential energy measured from the grain interior. Since $U=-e\varphi$ and the potential obeys $\varphi''=-\rho/\varepsilon$ with $\rho=eN_d$,

$$U''=\frac{e^2N_d}{\varepsilon}\qquad(0<x<L).$$

Field and potential energy vanish at the edge, so $U(L)=U'(L)=0$. Two integrations give

$$U(x)=\frac{e^2N_d}{2\varepsilon}(L-x)^2,\qquad \Phi=U(0)=\frac{e^2N_dL^2}{2\varepsilon}.$$

Inserting $L$ gives

$$\Phi=\frac{e^2N_d}{2\varepsilon}\,\frac{(eN_0-Q)^2}{4e^2N_d^2}=\frac{(eN_0-Q)^2}{8\varepsilon N_d}.$$

The height is quadratic because removing boundary charge lowers the field and also narrows the region over which that field acts.

For $Q=0$ and $\Phi=\Phi_0$,

$$N_d=\frac{e^2N_0^2}{8\varepsilon\Phi_0}=9.94\times10^{17}\ \mathrm{cm^{-3}}.$$

The width on each side is then $5.5\times10^{12}/(2\times9.94\times10^{17})$ cm, or 27.7 nm. By Gauss's law the peak field is $eN_0/(2\varepsilon)=0.585$ MV/cm.

## (c) The new height

**Question.** Find the height under stress if the number of trapped electrons does not change. Compare it with a linear estimate, and say where the formula ends.

**Model answer.** Divide the result of (b) by its value at $Q=0$. With the donors, permittivity and trapped electrons held fixed, $8\varepsilon N_d$ cancels:

$$\Phi=\Phi_0(1-q)^2,\qquad q=\frac{Q}{eN_0}.$$

The trapped charge is $eN_0=0.8812\ \mathrm{\mu C/cm^2}$, so $q=0.25/0.8812=0.2837$ and

$$\Phi=0.81\ \mathrm{eV}\times(0.7163)^2=0.81\ \mathrm{eV}\times0.5131\approx0.416\ \mathrm{eV}=6.66\times10^{-20}\ \mathrm J.$$

The barrier falls by 0.394 eV, almost half its height, although the charge is reduced by only 28%. Each depletion width shrinks to 19.8 nm and the peak field to 0.419 MV/cm. These values agree with the area of the triangular field profile, $\Phi/e=\tfrac12FL$, where $F$ is the peak field.

Keeping only the linear term gives $\Phi_0(1-2q)=0.350$ eV. This is too low by $\Phi_0q^2$, about 0.065 eV, so the charge is too large for a linear estimate to serve well.

At $Q=eN_0$ the formula gives zero height. A larger positive charge would attract electrons to the boundary, which a depletion model cannot describe. The approximation becomes poor earlier, once $\Phi$ is no longer large compared with $kT$.

## (d) Do the traps keep their charge?

**Question.** State when the trapped number may be held fixed. Then let the boundary have a constant density $D$ of trap states per area and energy over the range that matters, and find the height after the traps have come to equilibrium.

**Model answer.** As the barrier falls, trap levels move down with the band edge at the boundary, relative to the Fermi level. Filled deep traps stay filled. The number is therefore fixed if all traps are full and no empty states are carried below the Fermi level. It is also fixed, for a time, if the stress acts faster than empty states can capture electrons. Without one of these conditions the data in the question do not determine the height.

With a constant $D$, a fall of $\Phi_0-\Phi$ brings in $D(\Phi_0-\Phi)$ more electrons:

$$N=N_0+D(\Phi_0-\Phi).$$

The electrostatics of (b) still holds with $N$ in place of $N_0$. Define $s=\sqrt{\Phi/\Phi_0}$ and $a=D\Phi_0/N_0$. Then

$$s=\frac{N-Q/e}{N_0}=1+a(1-s^2)-q,$$

which rearranges to $as^2+s=1+a-q$. The positive root is

$$s=\frac{\sqrt{1+4a(1+a-q)}-1}{2a}.$$

For $a\to0$ the equation gives $s=1-q$, the result of (c). For large $a$, write it as $s^2-1=(1-q-s)/a$. The right side tends to zero, so $\Phi\to\Phi_0$: the traps neutralize the added charge and pin the barrier.

For $D=10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}$,

$$a=\frac{10^{13}\times0.81}{5.5\times10^{12}}=1.473,\qquad s=\frac{\sqrt{13.90}-1}{2.946}=0.926,$$

and $\Phi=0.81\,s^2\approx0.695$ eV. A tenth of that density gives 0.487 eV, and ten times that density gives 0.795 eV. Even the smallest of these three densities raises the answer of (c) by 0.07 eV.

The time for an empty trap to capture an electron can be estimated from $\tau=1/(\sigma_c v n_s)$. Here $\sigma_c$ is the capture cross-section, $v$ the mean thermal speed and $n_s$ the electron density at the boundary. Far above the Fermi level,

$$n_s\approx N_c\exp\!\left[-\frac{\Phi+E_c-E_F}{kT}\right],$$

where $N_c=2.95\times10^{18}\ \mathrm{cm^{-3}}$ is the effective density of band states and $E_c-E_F=0.024$ eV in the grain interior. At the new height $n_s\approx1.2\times10^{11}\ \mathrm{cm^{-3}}$. With $v=2.2\times10^7$ cm/s and an assumed $\sigma_c=10^{-15}\ \mathrm{cm^2}$,

$$\tau\approx\frac{1}{10^{-15}\times2.2\times10^{7}\times1.2\times10^{11}}\ \mathrm s\approx0.4\ \mathrm{ms}.$$

At the original height the same estimate gives about 1600 s. If suitable empty states exist, the height in (c) is thus a short-time value, and it lasts less than $\tau$ when empty states are many, because filling a small fraction of them already moves the barrier. For this cross-section the height rises by $kT$ after about 0.3 ms, 20 µs and 2 µs for $D=10^{12}$, $10^{13}$ and $10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$. Capture slows as refilling raises the barrier again, because $n_s$ falls exponentially.

## (e) Mobile electrons at the depletion edge

**Question.** Remove the assumption of a sharp depletion edge, with the trapped number again fixed. By how much does the height change if the unstressed barrier is still 0.81 eV?

**Model answer.** With a mobile electron density $n(U)$, Poisson's equation is

$$U''=\frac{e^2}{\varepsilon}\,[N_d-n(U)].$$

Multiply by $U'$ and integrate from the grain interior, where $U=U'=0$, to the boundary:

$$\frac12U'(0)^2=\frac{e^2}{\varepsilon}\left[N_d\Phi-\int_0^\Phi n\,dU\right].$$

In equilibrium at uniform temperature, the electron-gas pressure $p$ obeys $dp=-n\,dU$. The integral is therefore the interior pressure minus the pressure at the boundary. The latter is negligible when $\Phi\gg kT$, so the integral equals $N_dt$, where $t$ is the interior pressure per electron density. For a dilute gas $t=kT$.

Gauss's law gives $|U'(0)|=e(eN_0-Q)/(2\varepsilon)$. Substitution yields

$$\frac{e^2(eN_0-Q)^2}{8\varepsilon^2}=\frac{e^2N_d}{\varepsilon}(\Phi-t),\qquad \Phi-t=\frac{(eN_0-Q)^2}{8\varepsilon N_d}.$$

Dividing by the unstressed case at the same $N_d$ and temperature,

$$\Phi=t+(\Phi_0-t)(1-q)^2.$$

Fermi statistics gives $t=0.0274$ eV, 6% above $kT$, because the grains are slightly degenerate. Hence

$$\Phi=0.0274+0.7826\times0.5131\approx0.429\ \mathrm{eV}.$$

The correction to (c) is +0.013 eV. Matching the given 0.81 eV now requires $N_d=1.03\times10^{18}\ \mathrm{cm^{-3}}$.

A finite-difference solution of Poisson's equation, with Fermi statistics and this donor density, also gives 0.429 eV. It does so both when the two grains carry polarizations $+Q/2$ and $-Q/2$ and when the left grain alone carries $Q$. With $+Q/2$ in both grains it returns 0.810 eV, as (a) requires.

## (f) Consequences for conduction

**Question.** Estimate the change in low-voltage conductance for thermionic transport at fixed trapped charge. Then find the effective barrier when electrons may also tunnel through both halves of the stressed barrier.

**Model answer.** At voltages small compared with $kT/e$, the thermionic conductance is proportional to $\exp(-\Phi/kT)$ at fixed interior Fermi level. Its ratio after and before stress is

$$\exp\!\left(\frac{0.3944}{0.02585}\right)\approx4\times10^6.$$

The corrected height of (e) reduces the fall by 0.013 eV and the ratio to about $2.5\times10^6$. With refilled traps at $D=10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}$ the fall is 0.115 eV and the ratio is only about 90. The conductance is far more sensitive to the trap assumption than the height is.

For tunnelling at energy $E$, use the Wentzel–Kramers–Brillouin factor $e^{-S}$ and the parabolic barrier $U=\Phi w^2$, where $w=1-|x|/L$. The two halves contribute equally. With $w_E=\sqrt{E/\Phi}$ at the turning points,

$$S=\frac{4L\sqrt{2m\Phi}}{\hbar}\int_{w_E}^{1}\sqrt{w^2-w_E^2}\,dw.$$

From (b), $L=\sqrt{2\varepsilon\Phi/(e^2N_d)}$. Defining $E_{00}=(\hbar e/2)\sqrt{N_d/(m\varepsilon)}$ turns the prefactor into $4\Phi/E_{00}$. The function $\tfrac12\left[w\sqrt{w^2-w_E^2}-w_E^2\,\mathrm{arccosh}(w/w_E)\right]$ has the derivative $\sqrt{w^2-w_E^2}$ and vanishes at $w=w_E$. Its value at $w=1$ is therefore the integral, and

$$S=\frac{2\Phi}{E_{00}}\left[\sqrt{1-w_E^2}-w_E^2\,\mathrm{arccosh}\frac1{w_E}\right].$$

The thermal weight adds $E/kT$ to the exponent. Differentiating the integral form of $S$ gives $dS/dE=-(2/E_{00})\,\mathrm{arccosh}(1/w_E)$. The total exponent is therefore least when

$$\mathrm{arccosh}\frac1{w_E}=\frac{E_{00}}{2kT}\equiv u,\qquad E=\frac{\Phi}{\cosh^2u}.$$

At this energy $\sqrt{1-w_E^2}=\tanh u$. Using $E_{00}=2ukT$,

$$\frac E{kT}+S=\frac{\Phi}{kT}\left[\frac1{\cosh^2u}+\frac{\tanh u}{u}-\frac1{\cosh^2u}\right]=\frac{\Phi}{kT}\,\frac{\tanh u}{u}.$$

The effective barrier in the exponent is thus $\Phi\tanh u/u$. With the depletion-model donor density, $E_{00}=0.0130$ eV and $u=0.251$. The barrier of 0.416 eV then gives 0.407 eV, and the exponent is least at 0.391 eV.

The exponent alone understates the current, because electrons cross over a range of energies. At the minimum $d^2S/dE^2=1/(E_{00}E\tanh u)$, so a Gaussian integral over energy, divided by $kT$, adds the factor $\sqrt{2\pi E_{00}E\tanh u}/kT\approx3.4$. Together with the lower exponent this makes the current roughly 5 times the thermionic one, as if the barrier were about 0.38 eV. The same estimate gives a factor of about 9 for the unstressed barrier, so tunnelling roughly halves the conductance ratio found above. Since $S$ is only about 0.6 at the minimum, these factors are estimates. Tunnelling changes the current; the electrostatic height stays as calculated.

## (g) Comparison with a real varistor

**Question.** Which assumptions matter most in a zinc-oxide ceramic?

**Model answer.** Barriers of somewhat below 1 eV, trapped densities of several $10^{12}\ \mathrm{cm^{-2}}$ and donor densities of $10^{17}$ to $10^{18}\ \mathrm{cm^{-3}}$ are rough typical values for varistor boundaries. The inferred doping is at the upper end. At such doping, donor levels some tens of meV deep may be only partly ionized in the grain interior. For isolated levels 0.05 eV deep, with spin degeneracy 2, this raises the stressed height by only about 0.004 eV, but together with the mobile-electron correction of (e) it lengthens the capture time in (d) from 0.4 ms to about 2 ms.

For the given $Q$, the assumption with the largest effect among those examined here is fixed trapped charge: a real boundary may have empty states in the energy range swept by the stress, and the densities tried in (d) move the answer from 0.42 eV to between 0.49 and 0.79 eV. Grain axes in an ordinary ceramic also vary in direction, so $Q$ differs in size and sign between boundaries. One boundary's conductance ratio is therefore not that of a whole device.

A boundary with opposed polar axes, as in (a), also carries a jump in spontaneous polarization of roughly $10\ \mathrm{\mu C/cm^2}$, about ten times $eN_0$. The model assumes that this charge is already cancelled by fixed charge that does not respond to the stress, so that $eN_0$ is the net boundary charge before stress.

Trapped electrons are discrete, not a smooth sheet. Their mean spacing is $N_0^{-1/2}=4.3$ nm, and the Coulomb energy of two electrons at that distance is 0.04 eV. Lateral variations of the barrier can be larger: for randomly placed electrons, screened at the depletion edges, the root-mean-square variation is roughly 0.1 to 0.15 eV when the potential is smoothed over a few nanometres, the value depending on the smoothing. The discrete donors in the depleted region add about 0.05 eV in quadrature. The heights calculated here are therefore lateral averages, and low spots would carry a disproportionate share of the current. Strain also shifts the band edge. For a rough Young modulus of 140 GPa and deformation potential of 4 eV, the shift is $4\ \mathrm{eV}\times104\ \mathrm{MPa}/140\ \mathrm{GPa}\approx0.003$ eV. A shift common to both grains and the boundary leaves the band bending unchanged.

For full, deep traps the height is therefore about 0.42 eV in the depletion model, or 0.43 eV with mobile electrons included. The numerical output below lists the main values.

## Calculated quantities

```
INPUTS
trapped electrons N0: 5.50e+12 cm^-2
initial barrier: 0.81 eV
piezoelectric charge Q: 0.25 uC/cm^2
temperature: 300 K; kT: 0.02585 eV
relative permittivity (rough): 8.5
electron mass (rough): 0.24 m_e
MAIN RESULT, FIXED TRAPPED CHARGE
trapped charge e*N0: 0.8812 uC/cm^2
Q/e: 1.5604e+12 cm^-2
fraction Q/(e*N0): 0.2837
net electrons N0-Q/e: 3.9396e+12 cm^-2
height ratio: 0.5131
new barrier: 0.4156 eV = 6.659e-20 J
fall of barrier: 0.3944 eV
linear estimate of new barrier: 0.3504 eV
donor density, depletion model: 9.938e+17 cm^-3
width per side before, after: 27.67, 19.82 nm
peak field before, after: 0.585, 0.419 MV/cm
thermionic conductance ratio: 4.22e+06
stress needed, d33 = 12 pC/N: 104 MPa
MOBILE ELECTRONS, FERMI STATISTICS
conduction-band density: 2.950e+18 cm^-3
donor density, full model: 1.029e+18 cm^-3
interior Fermi level minus band edge: -0.0241 eV
pressure per electron t: 0.0274 eV; t/kT: 1.061
new barrier, corrected formula: 0.4290 eV
Poisson solution, no stress: 0.8100 eV
Poisson solution, both grains polarized: 0.4290 eV
Poisson solution, one grain polarized: 0.4290 eV
Poisson solution, equal polarization: 0.8100 eV
TRAP REFILLING
new barrier, D = 1e+12 cm^-2/eV: 0.4866 eV
new barrier, D = 1e+13 cm^-2/eV: 0.6946 eV
new barrier, D = 1e+14 cm^-2/eV: 0.7949 eV
with mobile electrons, D = 1e+13 cm^-2/eV: 0.6957 eV
Poisson solution for that D: 0.6957 eV
capture cross-section (rough): 1e-15 cm^2
mean thermal speed: 2.20e+07 cm/s
capture time at initial barrier: 1.6e+03 s
capture time at new barrier: 3.8e-04 s
OTHER NEGLECTED EFFECTS
tunnelling energy E00: 0.0130 eV; u: 0.251
most likely crossing energy: 0.3905 eV
effective transport barrier: 0.4071 eV
mean trap spacing: 4.26 nm
Coulomb energy at that spacing: 0.0397 eV
rough Young modulus: 140 GPa
rough deformation potential: 4 eV
band-edge shift under strain: 0.0030 eV
```
